**Projected energy: upper bound and variance slope**

For a trial state $T$ used on both sides, the program studies $E(\beta)=\langle T|He^{-\beta H}|T\rangle/\langle T|e^{-\beta H}|T\rangle$, where $H$ is the Hamiltonian and $\beta$ the total projection length. The result is $E(\beta)\ge E_0$, with $E_0$ the lowest energy, and $dE/d\beta=-\mathrm{Var}(H)$ in the half-projected state $e^{-\beta H/2}T$. The example is an open four-site Hubbard chain with two up and two down electrons and $U=4t$. At five values of $\beta$, the program asserts the bound, the agreement of finite-difference slopes with residual variances, the spectral formula and an exponential bound on the excess energy. It also asserts the integrated variance relation and the factor of two that appears when the length is counted per side. A reflected left state gives a mixed energy below $E_0$, which shows that the bound can fail when the two sides differ. With a finite Trotter step, the energy measured in the middle stays above $E_0$, while the output shows one ordering whose end-point energy falls below it. A two-level model confirms that the falling curve need not be convex.

## Numerical check

```python
"""
Result under test: for Z(beta) = <T|exp(-beta H)|T> and
E(beta) = <T|H exp(-beta H)|T> / Z(beta), with the same trial state T on
both sides, E(beta) >= E0 and dE/dbeta = -Var(H) in the half-projected
state phi = exp(-beta H/2) T.
H: Hamiltonian, E0: its lowest eigenvalue, beta: total projection length.
Example: open four-site Hubbard chain, two up and two down electrons,
hopping t (unit of energy), on-site repulsion U.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm, eigh

t, U, n_sites = 1.0, 4.0, 4


def mixed_energy(H, left, right, beta):
    """Energy with H next to the left state, from the definition."""
    projected = expm(-beta * H) @ right
    return (left @ H @ projected) / (left @ projected)


def energy_moments(H, state):
    """Mean, variance and third central moment of H in a state."""
    psi = state / np.linalg.norm(state)
    mean = psi @ H @ psi
    residual = H @ psi - mean * psi
    third = residual @ (H @ residual - mean * residual)
    return mean, residual @ residual, third


def slope(f, x, h=2e-3):
    """Five-point central first derivative."""
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12*h)


# Two-electron configurations of one spin; an open chain with
# nearest-neighbour hops produces no fermion signs in this ordering.
configs = [frozenset(c) for c in combinations(range(n_sites), 2)]
dim = len(configs)
hop = np.zeros((dim, dim))
for i, a in enumerate(configs):
    for j, b in enumerate(configs):
        moved = sorted(a ^ b)
        if len(moved) == 2 and moved[1] - moved[0] == 1:
            hop[i, j] = -t
identity = np.eye(dim)
K = np.kron(hop, identity) + np.kron(identity, hop)
V = U * np.diag([float(len(a & b)) for a in configs for b in configs])
H = K + V

# Trial state: ground determinant of the noninteracting chain.
hop_levels, hop_states = eigh(hop)
trial = np.kron(hop_states[:, 0], hop_states[:, 0])
one_body = -t * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
orbital_levels = np.linalg.eigvalsh(one_body)
assert abs(hop_levels[0] - orbital_levels[:2].sum()) < 1e-12

levels, vectors = eigh(H)
E0 = levels[0]
weights = (vectors.T @ trial)**2
w0 = weights[0]
assert w0 > 1e-3 and levels[1] - E0 > 1e-6
gap = min(levels[n] - E0 for n in range(1, len(levels))
          if weights[n] > 1e-10)


def E(beta):
    return mixed_energy(H, trial, trial, beta)


print(f"Hopping t = {t:.1f} (energy unit), U = {U:.1f} t")
print(f"Number of basis states = {len(levels)}")
print(f"Ground-state energy E0 = {E0:.8f} t")
print(f"Trial energy E(0) = {E(0.0):.8f} t")
print(f"Ground-state weight in trial state = {w0:.6f}")
print(f"Lowest excitation present in trial state = {gap:.6f} t")
print("Columns: beta (1/t), E (t), E-E0 (t), variance (t^2),")
print("         finite-difference dE/dbeta (t^2), rate bound on E-E0 (t)")
betas = [0.0, 0.5, 1.0, 2.0, 4.0]
energies = []
for beta in betas:
    energy = E(beta)
    half = expm(-0.5 * beta * H) @ trial
    mean, variance, _ = energy_moments(H, half)
    numerical_slope = slope(E, beta)
    boltzmann = weights * np.exp(-beta * (levels - E0))
    spectral = boltzmann @ (levels - E0) / boltzmann.sum()
    rate_bound = np.exp(-beta * gap) * (E(0.0) - E0) / w0
    assert energy >= E0 - 1e-11
    assert abs(energy - mean) < 1e-10
    assert abs(energy - E0 - spectral) < 1e-10
    assert abs(numerical_slope + variance) < 1e-6
    assert energy - E0 <= rate_bound + 1e-10
    energies.append(energy)
    print(f"  {beta:.1f}  {energy:.8f}  {energy - E0:.4e}  "
          f"{variance:.4e}  {numerical_slope:.4e}  {rate_bound:.4e}")
assert np.all(np.diff(energies) < 0)

# Integrated identity by Gauss-Legendre quadrature over 0 <= beta <= 2.
nodes, gl_weights = np.polynomial.legendre.leggauss(30)
integral = sum(w * energy_moments(H, expm(-0.5*(x + 1)*H) @ trial)[1]
               for x, w in zip(nodes, gl_weights))
drop = E(0.0) - E(2.0)
assert abs(integral - drop) < 1e-8
print(f"Energy drop E(0)-E(2/t) = {drop:.8f} t")
print(f"Integral of variance from 0 to 2/t = {integral:.8f} t")

# Which state carries the variance, and the per-side convention.
var_half = energy_moments(H, expm(-0.5 * H) @ trial)[1]
var_full = energy_moments(H, expm(-H) @ trial)[1]
assert abs(slope(E, 1.0) + var_full) > 1e-3
side_slope = slope(lambda b: E(2*b), 0.5)
assert abs(side_slope + 2 * var_half) < 1e-5
print(f"beta = 1/t: variance, half-projected = {var_half:.6f} t^2")
print(f"beta = 1/t: variance, fully projected = {var_full:.6f} t^2")
print(f"Slope per side length b at b = 0.5/t = {side_slope:.6f} t^2")

# A different left state with the same variational energy.
ground = vectors[:, 0]
reflected = 2 * ground * (ground @ trial) - trial
reflected_energy = energy_moments(H, reflected)[0]
assert abs(reflected_energy - E(0.0)) < 1e-10
assert reflected @ expm(-H) @ trial > 0
unequal = mixed_energy(H, reflected, trial, 1.0)
assert unequal < E0 - 1e-6
print(f"Reflected left state: its own energy = {reflected_energy:.8f} t")
print(f"Reflected left state, beta = 1/t: E = {unequal:.8f} t")
print(f"Reflected left state, beta = 1/t: E-E0 = {unequal - E0:.4e} t")

# Trotter product: H in the middle or at the end of the propagator.
tau, n_steps = 0.1, 100
print(f"Trotter step = {tau:.2f} 1/t, number of steps = {n_steps}")
for name, outer, inner in (("K outside", K, V), ("V outside", V, K)):
    step = expm(-tau*outer/2) @ expm(-tau*inner) @ expm(-tau*outer/2)
    half = np.linalg.matrix_power(step, n_steps // 2) @ trial
    full = np.linalg.matrix_power(step, n_steps) @ trial
    middle = energy_moments(H, half)[0]
    end = (trial @ H @ full) / (trial @ full)
    assert middle >= E0 - 1e-11
    assert abs(end - middle) > 1e-7
    print(f"{name}: H in middle, E-E0 = {middle - E0:.4e} t")
    print(f"{name}: H at end, E-E0 = {end - E0:.4e} t")

# Two-level model: E(beta) falls but is not convex at the start.
excited_weight = 0.9
H2 = np.diag([0.0, 1.0])
T2 = np.sqrt(np.array([1 - excited_weight, excited_weight]))
h = 1e-2
curve = [mixed_energy(H2, T2, T2, b) for b in (-h, 0.0, h)]
curvature = (curve[0] - 2*curve[1] + curve[2]) / h**2
third_moment = energy_moments(H2, T2)[2]
assert abs(curvature - third_moment) < 1e-4
assert curvature < 0 and curve[2] < curve[1]
print(f"Two levels, gap 1: excited weight = {excited_weight:.1f}")
print(f"Two levels: second derivative at 0 = {curvature:.5f} gap^3")
print(f"Two levels: third central moment = {third_moment:.5f} gap^3")

print("verified")
```

Printed output:

```
Hopping t = 1.0 (energy unit), U = 4.0 t
Number of basis states = 36
Ground-state energy E0 = -1.95314531 t
Trial energy E(0) = -0.47213595 t
Ground-state weight in trial state = 0.716027
Lowest excitation present in trial state = 1.357736 t
Columns: beta (1/t), E (t), E-E0 (t), variance (t^2),
         finite-difference dE/dbeta (t^2), rate bound on E-E0 (t)
  0.0  -0.47213595  1.4810e+00  6.7200e+00  -6.7200e+00  2.0684e+00
  0.5  -1.79226978  1.6088e-01  6.8742e-01  -6.8742e-01  1.0491e+00
  1.0  -1.93215845  2.0987e-02  8.1167e-02  -8.1167e-02  5.3207e-01
  2.0  -1.95236179  7.8352e-04  2.0007e-03  -2.0007e-03  1.3687e-01
  4.0  -1.95311772  2.7590e-05  3.7860e-05  -3.7860e-05  9.0573e-03
Energy drop E(0)-E(2/t) = 1.48022583 t
Integral of variance from 0 to 2/t = 1.48022583 t
beta = 1/t: variance, half-projected = 0.081167 t^2
beta = 1/t: variance, fully projected = 0.002001 t^2
Slope per side length b at b = 0.5/t = -0.162333 t^2
Reflected left state: its own energy = -0.47213595 t
Reflected left state, beta = 1/t: E = -1.97438711 t
Reflected left state, beta = 1/t: E-E0 = -2.1242e-02 t
Trotter step = 0.10 1/t, number of steps = 100
K outside: H in middle, E-E0 = 3.1267e-04 t
K outside: H at end, E-E0 = 2.0459e-02 t
V outside: H in middle, E-E0 = 4.4176e-04 t
V outside: H at end, E-E0 = -2.3064e-02 t
Two levels, gap 1: excited weight = 0.9
Two levels: second derivative at 0 = -0.07200 gap^3
Two levels: third central moment = -0.07200 gap^3
verified
```
